# ZORA energies under a constant potential: scaling and fixed model potentials

Before a relativistic calculation with the zeroth-order regular approximation (ZORA) can start, one must decide which potential goes into the denominator of the kinetic operator, and whether the resulting orbital energies are to be used as they stand. The decision matters most for core levels. If the full potential is used, raising it by a constant 1000 eV raises the 1s level of the heavy model atom treated below by 1103.6 eV, and the 2p levels by different amounts, so that even energy differences change.

Consider one electron in a static, local potential energy $V(\mathbf r)$, without a magnetic field. Energies $E$ are measured from the rest energy $mc^2$, and $s=2mc^2$. With $\phi$ and $\chi$ the upper and lower two-component parts of the spinor, the Dirac equation reads

$$V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\phi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-s)\chi=E\chi .$$

The second equation gives $\chi=(s+E-V)^{-1}c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi$. Inserted in the first, it leaves

$$\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{s+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\phi=E\phi. \tag{1}$$

A constant $\Delta$ added to $V$ is harmless here: with $E\to E+\Delta$ the difference $E-V$ in the denominator is unchanged, and the two sides grow by the same $\Delta\phi$. Now write

$$\frac{1}{s+E-V}=\frac{1}{s-V}\,\frac{1}{1+E/(s-V)}=\frac{1}{s-V}-\frac{E}{(s-V)^2}+\dots$$

The series converges where $|E|<s-V$. For an attractive potential, $V\le0$, the ratio $|E|/(s-V)$ is at most $|E|/s$, and it is small close to a nucleus, where $-V$ is large. Keeping the first term gives the ZORA equation

$$\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{s-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\phi=\varepsilon\phi,\qquad \langle\phi|\phi\rangle=1. \tag{2}$$

The denominator has kept $V$ but lost $E$, and the constant no longer cancels. To find its effect, let $H_\Delta$ be the operator in (2) with $V+\Delta$ in place of $V$, and differentiate $\varepsilon=\langle\phi|H_\Delta|\phi\rangle$. The terms from the change of $\phi$ add up to $\varepsilon\,d\langle\phi|\phi\rangle/d\Delta=0$, so only the explicit dependence of $H_\Delta$ counts. Since $d(s-V-\Delta)^{-1}/d\Delta=+(s-V-\Delta)^{-2}$, at $\Delta=0$

$$\frac{d\varepsilon}{d\Delta}=1+N,\qquad N=\langle\phi|\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{(s-V)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,|\phi\rangle . \tag{3}$$

The correct slope is 1. The excess $N$ is positive, being the squared norm of

$$\chi=\frac{c}{s-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi , \tag{4}$$

the lower component that belongs to the ZORA orbital. In the weakly relativistic limit $s-V\to s$ and $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, so that $N\to\langle p^2\rangle/(4m^2c^2)$, the nonrelativistic kinetic energy divided by $2mc^2$. The fault is therefore small for slow electrons and large for deep core states.

The same lower component supplies the cure. Take $\phi$ together with $\chi$ from (4) as a trial spinor for the Dirac Hamiltonian, and let $T=\langle\phi|\boldsymbol\sigma\!\cdot\!\mathbf p\,c^2(s-V)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p|\phi\rangle$. The four parts of the expectation value are

$$\langle\phi|V|\phi\rangle,\quad \langle\phi|c\,\boldsymbol\sigma\!\cdot\!\mathbf p|\chi\rangle=T,\quad \langle\chi|c\,\boldsymbol\sigma\!\cdot\!\mathbf p|\phi\rangle=T,\quad \langle\chi|V-s|\chi\rangle=-T .$$

In the last one, the factor $-(s-V)$ cancels one of the two denominators. The sum is $\langle V\rangle+T=\varepsilon$. The trial spinor has squared norm $1+N$, so its mean Dirac energy is

$$E_{\rm sc}=\frac{\varepsilon}{1+N}. \tag{5}$$

This is the scaled ZORA energy. It also follows from the next term of the series: its expectation value is $-EN$, and $E=\varepsilon-EN$ gives (5). The first route shows how good the result is. Let the trial spinor be $\Psi=\Psi_D+\delta$, where $(H_D-E)\Psi_D=0$. Then

$$E_{\rm sc}-E=\frac{\langle\Psi|H_D-E|\Psi\rangle}{\langle\Psi|\Psi\rangle}=\frac{\langle\delta|H_D-E|\delta\rangle}{\langle\Psi|\Psi\rangle},$$

because $H_D-E$ gives zero on $\Psi_D$ from either side. The error is of second order in the error of the spinor. Its sign is not fixed, since $H_D$ has states of negative energy below $E$, and (5) is therefore no upper bound.

Scaling does not restore the shift property completely. From (3) and the quotient rule,

$$\frac{dE_{\rm sc}}{d\Delta}=\frac{(1+N)(1+N)-\varepsilon\,dN/d\Delta}{(1+N)^2}=1-\frac{\varepsilon}{(1+N)^2}\frac{dN}{d\Delta}. \tag{6}$$

What remains is governed by how much the constant changes $N$, not by $N$ itself.

For a point charge, $V=-A/r$ with $A=Ze^2/4\pi\varepsilon_0$, this remainder vanishes. Treat $s$ in the denominator of (2) as a free parameter, with $c$ and $A$ held fixed, and call the eigenvalue of a given regular bound state $\varepsilon(s)$. Substitute $\mathbf r=\mathbf r'/\lambda$, so that $\mathbf p=\lambda\mathbf p'$ and $V=\lambda V'$, where $V'=-A/r'$. The kinetic operator becomes

$$\lambda^2\,\boldsymbol\sigma\!\cdot\!\mathbf p'\,\frac{c^2}{s-\lambda V'}\,\boldsymbol\sigma\!\cdot\!\mathbf p'=\lambda\,\boldsymbol\sigma\!\cdot\!\mathbf p'\,\frac{c^2}{s/\lambda-V'}\,\boldsymbol\sigma\!\cdot\!\mathbf p' .$$

The whole operator is thus $\lambda$ times the one with parameter $s/\lambda$, and $\varepsilon(s)=\lambda\,\varepsilon(s/\lambda)$ for every $\lambda>0$. Hence $\varepsilon(s)$ is proportional to $s$. Differentiating with respect to $s$ as before gives $d\varepsilon/ds=-N$, and proportionality gives $d\varepsilon/ds=\varepsilon/s$, so $N=-\varepsilon/s$.

Equation (1) is the same problem with parameter $s+E$ and eigenvalue $E$. Therefore $E=\varepsilon(s+E)=\varepsilon(s)\,(s+E)/s$, or

$$\varepsilon=\frac{sE}{s+E},\qquad 1+N=1-\frac{E}{s+E}=\frac{s}{s+E},\qquad \frac{\varepsilon}{1+N}=E. \tag{7}$$

The scaled energy is the Dirac energy. With a constant added, the eigenvalue is $\Delta+\varepsilon(s-\Delta)=\Delta+\varepsilon(1-\Delta/s)=\varepsilon+(1+N)\Delta$, provided $\Delta<s$, and $N=-\varepsilon(s-\Delta)/(s-\Delta)$ keeps its value. So $E_{\rm sc}$ moves by $\Delta$ itself. For $Z=80$ the closed Dirac formula gives $E=-96115.8$ eV for 1s. With $s=1021997.9$ eV, (7) yields

$$\varepsilon=\frac{1021997.9}{1021997.9-96115.8}\,(-96115.8\ \text{eV})=-106093.6\ \text{eV},$$

which is too deep by about 10 keV. For small $|E|/s$ the error is $\varepsilon-E\approx-E^2/s$, quadratic in the binding energy.

The other remedy is to keep the physical potential out of the kinetic operator. Put there a fixed model potential energy $\tilde V(\mathbf r)$, for instance a sum of atomic functions that depends on the nuclear positions alone:

$$\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{s-\tilde V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\phi=\varepsilon\phi .$$

A constant added to $V$ now adds $\Delta$ times the unit operator, so $\varepsilon$ moves by $\Delta$ and $\phi$ is unchanged. The shift is right, but the energy still lacks the correction for the dropped $E$. Dividing by $1+N$ would spoil the shift, which would become $\Delta/(1+N)$. The correct scaling comes from repeating the expectation value with $\chi=(s-\tilde V)^{-1}c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi$. The norm and the two cross terms are as before, with $\tilde V$ in the denominators. In the last term we split $V-s=-(s-\tilde V)+(V-\tilde V)$, which gives $\langle\chi|V-s|\chi\rangle=-T+M$ and

$$E_{\rm sc}=\frac{\varepsilon+M}{1+N},\qquad M=\langle\phi|\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2(V-\tilde V)}{(s-\tilde V)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,|\phi\rangle . \tag{8}$$

For $V\to V+\Delta$ at fixed $\tilde V$, $\varepsilon$ grows by $\Delta$ and $M$ by $N\Delta$, while $N$ stays. The numerator grows by $(1+N)\Delta$, and $E_{\rm sc}$ by $\Delta$, for any $V$. With $\tilde V=V$ we have $M=0$ and return to (5).

Because $\tilde V$ does not change during a self-consistent calculation, the kinetic matrix is computed once. The denominator has no simple Gaussian integral, so quadrature is used. For basis spinors $\phi_\mu$, with points $\mathbf r_k$ and weights $w_k$,

$$T_{\mu\nu}\approx\sum_k w_k\,\frac{c^2}{s-\tilde V(\mathbf r_k)}\,\big[\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_\mu\big]^\dagger\big[\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_\nu\big]_{\mathbf r_k}.$$

One factor $\boldsymbol\sigma\!\cdot\!\mathbf p$ has been moved to the left function by partial integration, whose surface term vanishes for Gaussians. No derivative of $\tilde V$ is needed, and the spin–orbit interaction is included.

For one atom the sum becomes radial. The product rule for Pauli matrices gives $(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})(\boldsymbol\sigma\!\cdot\!\mathbf p)=\hat{\mathbf r}\!\cdot\!\mathbf p+i\boldsymbol\sigma\!\cdot\!\mathbf L/r$. Multiplying by $\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}$, whose square is 1,

$$\boldsymbol\sigma\!\cdot\!\mathbf p=(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})\left(-i\hbar\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\sigma\!\cdot\!\mathbf L\right).$$

On a spin-angular function $\Omega_\kappa$ with quantum numbers $l$ and $j$, $\boldsymbol\sigma\!\cdot\!\mathbf L$ has the value $\hbar[j(j+1)-l(l+1)-\tfrac34]$. This is $\hbar l$ for $j=l+\frac12$ and $-\hbar(l+1)$ for $j=l-\frac12$. Both are $-\hbar(1+\kappa)$ if $\kappa=-(l+1)$ in the first case and $\kappa=l$ in the second. Hence

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,R\,\Omega_\kappa=-i\hbar\,(DR)\,(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})\Omega_\kappa,\qquad DR=\frac{dR}{dr}+\frac{1+\kappa}{r}R .$$

The factor $\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}$ leaves the angular norm at 1, and

$$T_{ij}=\int_0^\infty\frac{\hbar^2c^2}{s-\tilde V(r)}\,(DR_i)(DR_j)\,r^2dr . \tag{9}$$

For $R_i=n_i r^l e^{-\alpha_i r^2}$ the derivative is $DR_i=n_i r^{l-1}(l+1+\kappa-2\alpha_i r^2)e^{-\alpha_i r^2}$, with $n_i^2=2(2\alpha_i)^{l+3/2}/\Gamma(l+\tfrac32)$ from normalization. Heavy atoms need exponents over many powers of ten, so points equally spaced in $x=\ln r$ are suitable. As $r^2dr=r^3dx$, each point has the weight $h\,r_k^3$, where $h$ is the step in $x$.

The accuracy can be found for s functions in the nonrelativistic limit $\tilde V\to0$. There the integrand in $x$ is proportional to $f(x)=e^{5x}\exp(-\gamma e^{2x})$, with $\gamma=\alpha_i+\alpha_j$. By Poisson's summation formula, the equally spaced sum differs from the integral by the Fourier components of $f$ at the frequencies $2\pi k/h$, $k\neq0$. With $u=\gamma e^{2x}$, the component at frequency $\omega$ has the magnitude $\tfrac12\gamma^{-5/2}|\Gamma(\tfrac52-\tfrac{i\omega}2)|$. The two terms $k=\pm1$ dominate and give a largest relative error

$$\eta\approx\frac{2\,|\Gamma(\frac52+i\pi/h)|}{\Gamma(\frac52)}\approx\frac{2\sqrt{2\pi}}{\Gamma(\frac52)}\left(\frac{\pi}{h}\right)^{2}e^{-\pi^2/(2h)},$$

where the second form holds for small $h$. Between $10^{-12}$ and $10^3$ pm, 201 points have $h=0.173$, and the estimate is $4.9\times10^{-10}$. Comparing the sum with the closed kinetic integral for 51 Gaussians, whose exponents double from $10^{-4}$ to $1.1\times10^{11}$ pm$^{-2}$, gives the same figure as the largest relative error. With 101 points it is $2.0\times10^{-4}$. The calculations below use 701 points.

As a model atom, take a point nucleus with $Z=80$ and

$$V=-\frac{A}{r}e^{-r/a},\quad a=15\ \text{pm},\qquad \tilde V=-\frac{A}{r}e^{-r/\tilde a},\quad \tilde a=20\ \text{pm}.$$

With $e^2/4\pi\varepsilon_0=1439.96$ eV pm, $A=1.15197\times10^5$ eV pm. The lengths are round parameters, and $\tilde V$ is deliberately imperfect. There is one electron, with no electron interaction, finite nuclear size or radiative effects.

Consider first one kinetic element, between normalized s Gaussians with exponents 1 and 4 pm$^{-2}$. For $\tilde V=0$, (9) can be integrated in closed form:

$$T_{12}=\frac{\hbar^2}{m}\,\frac{3\alpha_1\alpha_2}{\alpha_1+\alpha_2}\left(\frac{2\sqrt{\alpha_1\alpha_2}}{\alpha_1+\alpha_2}\right)^{3/2}=76200\times2.4\times0.71554\ \text{eV}\approx130.86\ \text{keV}.$$

Here $\hbar^2/m=2(\hbar c)^2/s$ in eV pm$^2$, with $\hbar c=197327$ eV pm. Quadrature with $\tilde V$ gives 110.95 keV, which is 0.848 times the nonrelativistic value. The weight $r^4e^{-5r^2}$ peaks at $r=\sqrt{2/5}=0.632$ pm, where $s/(s-\tilde V)=0.853$, so the reduction is close to what the potential at that distance implies.

The levels follow from the matrix eigenvalue problem in the 51 Gaussians. The Dirac energies come from separate outward and inward integration of the radial equations, matched at an intermediate radius. The table gives them in eV, followed by the errors relative to them: of $\varepsilon$ from (2), of the scaled energy (5), and of the model-potential energy (8).

| State | Dirac | (2) | (5) | (8) |
|---|---:|---:|---:|---:|
| 1s | −88652.6 | −9182.6 | 1.6 | 2.3 |
| 2s | −17753.8 | −424.8 | 0.2 | 0.3 |
| 2p$_{1/2}$ | −17607.6 | −423.5 | 0.2 | 0.3 |
| 2p$_{3/2}$ | −15332.8 | −330.3 | 0.2 | 0.3 |

For 1s, $N=0.103599$ and $\varepsilon=-97835.2$ eV, so (5) gives $-97835.2/1.103599=-88651.0$ eV. The separation of the two 2p levels is 2274.8 eV from the Dirac equation and 2368.0 eV from unscaled ZORA, which is 4% too large. Scaling brings it back to 2274.8 eV.

Now add $\Delta=1000$ eV to $V$ everywhere, denominator included. The unscaled 1s energy rises by 103.6 eV too much and 2p$_{3/2}$ by 21.6 eV too much, so their separation, which should not change, shrinks by 82 eV. After scaling, the 1s shift is wrong by $-0.03$ eV. By (6), this means an average $dN/d\Delta$ of about $-4\times10^{-10}$ eV$^{-1}$: the constant changes $N$ by only $4\times10^{-7}$. The reason lies near the nucleus, where $V=-A/r+A/a+\dots$ is a Coulomb potential plus a constant. For that combination the shift is exact, and the rest of the screening leaves the small remainder.

With $\tilde V$ in the kinetic operator, the 1s values are $\varepsilon=-98025.2$ eV, $N=0.103609$ and $M=190.0$ eV, so that

$$E_{\rm sc}=\frac{-98025.2+190.0}{1.103609}\ \text{eV}\approx-88650.2\ \text{eV}.$$

Leaving out $M$ gives $-88822.4$ eV, an error of $-170$ eV. It would also make the response to the constant wrong by $-N\Delta/(1+N)=-93.9$ eV. The size of $M$ can be understood from

$$V-\tilde V=A\int_{1/\tilde a}^{1/a}e^{-qr}\,dq ,$$

which is positive and falls steadily from $A(1/a-1/\tilde a)=1920$ eV at the nucleus. The ratio $M/N=1834$ eV is its average over the lower component of the 1s state. For 2p$_{3/2}$ the ratio is 1601 eV, because more of that component lies farther out.

The sum $\varepsilon+M=-97835.2$ eV also agrees with the ZORA energy obtained with the full $V$. To first order in $V-\tilde V$,

$$\frac{c^2}{s-V}\approx\frac{c^2}{s-\tilde V}+\frac{c^2(V-\tilde V)}{(s-\tilde V)^2},$$

and the expectation value of the added kinetic term is $M$. An imperfect model potential is thus largely repaired by $M$, as long as $|V-\tilde V|$ is small compared with $s-\tilde V$ where the lower component is appreciable.

In a molecule, the potential of a distant neighbour is nearly constant across a core and acts there much like $\Delta$. If it stands in the denominator, it produces the false shift $N\Delta$. A sum of neutral atomic models keeps this contribution small. At 200 pm, the model function used here has the value $-(A/200\ \text{pm})e^{-10}=-0.026$ eV, and its false effect on the unscaled 1s energy is $N$ times this, about $-0.003$ eV. In (8) the change of $M$ cancels nearly all of it. The potential of a real neutral atom reaches much farther than this short-ranged function. For mercury ($Z=80$) in a nonrelativistic exchange-only local-density model, the electrostatic part at 200 pm is about $-0.7$ eV, and about $-4.7$ eV with local exchange included. The false shifts are then near $-0.08$ and $-0.5$ eV, so the model number only illustrates the effect of screening.

These results have limits. The denominators must stay positive, so a repulsive potential approaching $2mc^2$ is excluded; a model with $\tilde V\le0$ meets this condition everywhere. The exact shift in (8) concerns a constant added to $V$, not an arbitrary change of $V$. Finally, (5) and (8) are energies of one electron in a given local potential. In a mean-field calculation they correct the orbital energies for that potential, but a sum of them is not the total energy, and a nonlocal exchange operator in the denominator would need a separate derivation.
